# Quantum-Coloured Noise for Classical Spin Dynamics: Planck Magnons and Bloch's Law: a program that tests the result

```python
"""Quantum-coloured noise for classical atomistic spin dynamics.

Result under test: Gilbert dynamics driven by noise of spectrum
(2 alpha kT / hbar S) theta(hbar|w|/kT), theta(x)=x/(exp(x)-1), gives
Planck magnons for alpha -> 0 and leading order in 1/S, hence Bloch's law.
At finite alpha the occupation is a Cauchy average of theta; for gapless
quadratic magnons in 3D Bloch's prefactor gains exp(asinh(alpha)/2).
Symbols: t=kT/JS, h=magnon gap/JS, x=magnon energy/kT, S=spin length,
alpha=Gilbert damping. Simulation units: hbar=1 and JS=1.
The noise is made by a cascade of auxiliary linear stochastic processes.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import least_squares, brentq
from scipy.special import zeta, gamma, ive

ALPHA = 0.05
SIDE = 10
NSPIN = SIDE**3
LOWPASS_STAGES = 6
rng = np.random.default_rng(24681)


def theta(x):
    x = np.clip(np.abs(x), 1e-12, 600.0)
    return x / np.expm1(x)


def planck(x):
    return 1.0 / np.expm1(x)


# Exact factorization of the quantum spectrum, checked by a long product.
matsubara = 2 * np.pi * np.arange(1, 200001)
for x in (0.3, 2.0, 7.0):
    product = np.exp(-x / 2 - np.sum(np.log1p((x / matsubara)**2)))
    assert abs(product / theta(x) - 1) < 2e-5

# Fit a positive rational spectrum in logarithmic parameters.
fit_x = np.concatenate((np.geomspace(0.01, 8, 160),
                        np.linspace(0.05, 8, 160)))


def log_filter_power(p, x):
    cutoff, poles, zeros = np.exp(p[0]), np.exp(p[1:4]), np.exp(p[4:7])
    value = 2 * p[7] - LOWPASS_STAGES * np.log1p((x / cutoff)**2)
    for pole, zero in zip(poles, zeros):
        value = value + np.log1p((x / zero)**2) - np.log1p((x / pole)**2)
    return value


start_poles = np.log([0.1, 0.5, 1.2])
start = np.concatenate(([np.log(7.0)], start_poles,
                        start_poles + np.array([0.05, 0.14, 0.30]), [0.0]))
fit = least_squares(lambda p: log_filter_power(p, fit_x)
                    - np.log(theta(fit_x)), start, max_nfev=3000)
params = fit.x
fit_error = np.max(np.abs(np.exp(log_filter_power(params, fit_x))
                          / theta(fit_x) - 1))
assert fit_error < 0.04

# State-space form of the cascade: dz/dtau = drift z + drive * white noise.
cutoff = np.exp(params[0])
poles, zeros, gain = np.exp(params[1:4]), np.exp(params[4:7]), np.exp(params[7])
sections = [(cutoff, 0.0)] * LOWPASS_STAGES
sections += [(a, a / b) for a, b in zip(poles, zeros)]
nstate = len(sections)
drift, drive = np.zeros((nstate, nstate)), np.zeros(nstate)
readout, direct = np.zeros(nstate), 1.0
for i, (rate, through) in enumerate(sections):
    drift[i] = rate * readout
    drift[i, i] -= rate
    drive[i] = rate * direct
    readout = through * readout
    readout[i] += 1 - through
    direct *= through
readout *= gain


def discrete_filter(step):
    block = np.zeros((nstate + 1, nstate + 1))
    block[:nstate, :nstate], block[:nstate, nstate] = drift, drive
    block = expm(block * step)
    return (block[:nstate, :nstate].astype(np.float32),
            (block[:nstate, nstate] / np.sqrt(step)).astype(np.float32))


# Periodogram of actually generated noise.
noise_step, nstream, nrecord, nwarm = 0.05, 400, 4096, 1500
propagate, kick = discrete_filter(noise_step)
z = np.zeros((nstate, nstream), dtype=np.float32)
record = np.empty((nrecord, nstream))
read32 = readout.astype(np.float32)
for n in range(nwarm + nrecord):
    z = propagate @ z + kick[:, None] * rng.standard_normal(
        nstream, dtype=np.float32)
    if n >= nwarm:
        record[n - nwarm] = read32 @ z
window = np.hanning(nrecord)
power = noise_step * np.mean(np.abs(np.fft.rfft(
    record * window[:, None], axis=0))**2, axis=1) / np.sum(window**2)
freq = 2 * np.pi * np.fft.rfftfreq(nrecord, noise_step)
spectrum_rows = []
for x in (0.5, 1.0, 2.0, 4.0, 6.0):
    band = np.abs(freq - x) < 0.25
    measured, target = power[band].mean(), theta(freq[band]).mean()
    assert abs(measured / target - 1) < 0.08
    spectrum_rows.append((x, measured, target))
noise_variance = np.mean(record**2)
assert abs(noise_variance / (np.pi / 6) - 1) < 0.05

# Finite-damping occupation as a Cauchy average of theta.
nangle = 20000
tangent = np.tan((np.arange(nangle) + 0.5) * np.pi / nangle - np.pi / 2)


def occupation(x, damping):
    x = np.atleast_1d(x)
    centre = x / (1 + damping**2)
    return theta(centre[:, None] * (1 + damping * tangent)).mean(axis=1) / x


for x, damping in ((1.0, 0.05), (3.0, 0.05), (6.0, 0.2)):
    def response(y):
        return damping / np.pi * theta(y) / ((y - x)**2 + (damping * y)**2)
    width = damping * x
    edges = [-60, -10, 0, x - 5 * width if x > 5 * width else x / 2,
             x, x + 5 * width, 70]
    edges = sorted(edges)
    direct_value = sum(quad(response, a, b, limit=300)[0]
                       for a, b in zip(edges[:-1], edges[1:]))
    assert abs(occupation(x, damping)[0] / direct_value - 1) < 5e-4
assert abs(occupation(2.0, 0.001)[0] / planck(2.0) - 1) < 0.01
tail_ratio = ((occupation(40.0, 0.2)[0] - planck(40.0))
              / (np.pi * 0.2 / (3 * 40.0**2)))
assert abs(tail_ratio - 1) < 0.02
crossover = brentq(lambda x: occupation(x, ALPHA)[0] - 2 * planck(x), 3, 15)

# Damping factor of Bloch's prefactor, from the integrated occupation.
node, weight = np.polynomial.legendre.leggauss(200)
vmax = 12.0
v, weight = (node + 1) * vmax / 2, weight * vmax / 2
factor_rows = []
for damping in (0.05, 0.2, 1.0):
    integral = np.sum(weight * 2 * v**2 * occupation(v**2, damping))
    integral += 2 * np.pi * damping / (3 * vmax)
    numeric = integral / (gamma(1.5) * zeta(1.5))
    formula = np.exp(np.arcsinh(damping) / 2)
    assert abs(numeric / formula - 1) < 2e-3
    factor_rows.append((damping, numeric, formula))


# Infinite-lattice Planck sum, with the slowly decaying gapless tail added.
def lattice_reduction(t, gap):
    m = np.arange(1, 200001)
    value = np.sum(np.exp(-m * gap / t) * ive(0, 2 * m / t)**3)
    if gap == 0:
        value += 2 / np.sqrt(m[-1] + 0.5) * (t / (4 * np.pi))**1.5
    return value


series = (0.1 / (4 * np.pi))**1.5 * (zeta(1.5) + 0.3 / 16 * zeta(2.5))
series_ratio = lattice_reduction(0.1, 0) / series
assert abs(series_ratio - 1) < 1e-3
low_exponent = np.log2(lattice_reduction(0.04, 0) / lattice_reduction(0.02, 0))
assert abs(low_exponent - 1.5) < 0.01

# Periodic simple cubic lattice and its magnon frequencies.
site = np.arange(NSPIN).reshape(SIDE, SIDE, SIDE)
neighbours = [np.roll(site, shift, axis).ravel()
              for axis in range(3) for shift in (-1, 1)]
adjacency = sparse.csr_matrix((np.ones(6 * NSPIN),
                               (np.tile(np.arange(NSPIN), 6),
                                np.concatenate(neighbours))))
exchange = sparse.kron(sparse.eye(3), adjacency, format='csr')
one_axis = 2 * (1 - np.cos(2 * np.pi * np.arange(SIDE) / SIDE))
band_energy = (one_axis[:, None, None] + one_axis[None, :, None]
               + one_axis[None, None, :]).ravel()


def simulate(t, spin, duration, dt, quantum=True):
    gap = t
    burn = int(5 / (2 * ALPHA * gap) / dt)
    steps = int(duration / dt)
    stride = max(1, int(round(1.0 / dt)))
    s = np.zeros((3, NSPIN))
    s[2] = 1.0
    if quantum:
        prop, push = discrete_filter(t * dt / 2)
        out = (readout * t * np.sqrt(2 * ALPHA / spin)).astype(np.float32)
        state = np.zeros((nstate, 3 * NSPIN), dtype=np.float32)
    white = np.sqrt(2 * ALPHA * t / (spin * dt))

    def next_noise():
        nonlocal state
        g = rng.standard_normal(3 * NSPIN, dtype=np.float32)
        state = prop @ state
        state += push[:, None] * g
        return (out @ state).reshape(3, NSPIN)

    def velocity(u, noise):
        b = (exchange @ u.ravel()).reshape(3, NSPIN) + noise
        b[2] += gap
        rate = ALPHA * (b - u * np.einsum('ij,ij->j', u, b))
        rate[0] -= u[1] * b[2] - u[2] * b[1]
        rate[1] -= u[2] * b[0] - u[0] * b[2]
        rate[2] -= u[0] * b[1] - u[1] * b[0]
        rate /= 1 + ALPHA**2
        return rate

    occupations, reduction, count = np.zeros(NSPIN), 0.0, 0
    f_end = next_noise() if quantum else None
    for n in range(burn + steps):
        if quantum:
            f_start, f_mid, f_end = f_end, next_noise(), next_noise()
        else:
            f_start = white * rng.standard_normal((3, NSPIN))
            f_mid = f_end = f_start
        k1 = velocity(s, f_start)
        k2 = velocity(s + dt / 2 * k1, f_mid)
        k3 = velocity(s + dt / 2 * k2, f_mid)
        k4 = velocity(s + dt * k3, f_end)
        s = s + dt / 6 * (k1 + 2 * (k2 + k3) + k4)
        s /= np.sqrt(np.einsum('ij,ij->j', s, s))
        if n >= burn and (n - burn) % stride == 0:
            psi = (s[0] + 1j * s[1]).reshape(SIDE, SIDE, SIDE)
            occupations += spin / 2 * np.abs(np.fft.fftn(psi).ravel())**2 / NSPIN
            reduction += spin * (1 - s[2].mean())
            count += 1
    return occupations / count, reduction / count


def linear_modes(t):
    energy, inverse = np.unique(np.round((band_energy + t) / t, 9),
                                return_inverse=True)
    return occupation(energy, ALPHA)[inverse.ravel()]


def statistical_error(n_modes, omega, duration):
    return np.sqrt(np.sum(n_modes**2 / (ALPHA * omega * duration))) / len(omega)


temperatures = np.array([0.5, 0.9, 1.6])
durations = [840.0, 300.0, 120.0]
time_steps = [0.12, 0.10, 0.05]
bloch_rows = []
for t, duration, dt in zip(temperatures, durations, time_steps):
    n_sim, reduction = simulate(t, 10.0, duration, dt)
    n_linear = linear_modes(t)
    omega = band_energy + t
    sigma = statistical_error(n_linear, omega, duration)
    planck_mean = planck(omega / t).mean()
    assert abs(planck_mean / lattice_reduction(t, t) - 1) < 0.02
    assert abs(reduction - n_linear.mean()) < 4 * sigma + 0.04 * n_linear.mean()
    bloch_rows.append((t, reduction, sigma, n_linear.mean(), planck_mean,
                       (t / omega).mean()))
results = np.array(bloch_rows)


def exponent(values):
    return np.polyfit(np.log(temperatures), np.log(values), 1)[0]


exponent_sim, exponent_linear = exponent(results[:, 1]), exponent(results[:, 3])
exponent_planck, exponent_white = exponent(results[:, 4]), exponent(results[:, 5])
assert abs(exponent_sim - exponent_linear) < 0.20
assert exponent_sim > exponent_white + 0.4

# Energy-resolved occupations at the highest temperature and two controls.
t_high = temperatures[-1]
n_white, _ = simulate(t_high, 10.0, 60.0, 0.05, quantum=False)
n_small_spin, _ = simulate(t_high, 1.0, 60.0, 0.05)
x_modes = (band_energy + t_high) / t_high
omega = band_energy + t_high
occupation_rows = []
for low, high in ((1, 2), (2, 3), (3, 4), (4, 5), (5, 6), (6, 7)):
    choose = (x_modes >= low - 1e-9) & (x_modes < high - 1e-9)
    predicted, rj = n_linear[choose], 1 / x_modes[choose]
    sigma_q = statistical_error(predicted, omega[choose], durations[-1])
    sigma_w = statistical_error(rj, omega[choose], 60.0)
    measured, measured_white = n_sim[choose].mean(), n_white[choose].mean()
    assert abs(measured - predicted.mean()) < 4 * sigma_q + 0.10 * predicted.mean()
    assert abs(measured_white - rj.mean()) < 4 * sigma_w + 0.08 * rj.mean()
    occupation_rows.append((low, high, measured, predicted.mean(),
                            planck(x_modes[choose]).mean(), measured_white,
                            rj.mean()))
middle = (x_modes >= 4) & (x_modes < 6)
ratio_large = n_sim[middle].mean() / n_linear[middle].mean()
ratio_small = n_small_spin[middle].mean() / n_linear[middle].mean()

js_joule = 5e-3 * constants.e
kelvin = js_joule / constants.k
femtosecond = constants.hbar / js_joule * 1e15
print(f"Lattice side {SIDE} sites; damping {ALPHA}; S=10; JS=5 meV; gap h=kT")
print(f"Conversions: JS/kB = {kelvin:.3f} K; hbar/JS = {femtosecond:.2f} fs")
print(f"Filter: {LOWPASS_STAGES} equal low-pass stages, rate {cutoff:.5f} kT/hbar")
print("Filter pole rates (kT/hbar):", *[f"{p:.5f}" for p in poles])
print("Filter zero rates (kT/hbar):", *[f"{p:.5f}" for p in zeros])
print(f"Filter amplitude gain (dimensionless): {gain:.6f}")
print(f"Largest relative fit error, x=0.01 to 8: {100 * fit_error:.3f} %")
print("Generated noise: x, measured spectrum, target (dimensionless)")
for row in spectrum_rows:
    print(f"  {row[0]:.1f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"Noise variance: measured {noise_variance:.5f}, pi/6 {np.pi / 6:.5f}")
print(f"Finite-damping occupation is twice Planck at x = {crossover:.3f}")
print(f"Algebraic-tail ratio at x=40, alpha=0.2: {tail_ratio:.5f}")
print("Bloch prefactor: alpha, numerical factor, exp(asinh(alpha)/2)")
for row in factor_rows:
    print(f"  {row[0]:.2f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"Gapless lattice sum / two-term Bloch series at t=0.1: {series_ratio:.6f}")
print(f"Gapless lattice exponent, t=0.02 to 0.04: {low_exponent:.5f}")
print("Run settings: t, T in K, sampling time and step in hbar/JS")
for t, duration, dt in zip(temperatures, durations, time_steps):
    print(f"  {t:.1f}  {t * kelvin:.2f}  {duration:.0f}  {dt:.2f}")
print("Spin reduction per site: t, simulation, std error, finite-alpha, Planck, RJ")
for row in bloch_rows:
    print(f"  {row[0]:.1f}  " + "  ".join(f"{value:.5f}" for value in row[1:]))
print(f"Reduction exponent: simulation {exponent_sim:.3f}, "
      f"finite-alpha {exponent_linear:.3f}")
print(f"Reduction exponent: Planck {exponent_planck:.3f}, "
      f"Rayleigh-Jeans {exponent_white:.3f}")
print("Occupations at t=1.6: x range, quantum run, finite-alpha, Planck, white run, RJ")
for row in occupation_rows:
    print(f"  {row[0]}-{row[1]}  " + "  ".join(f"{value:.5f}" for value in row[2:]))
print(f"Simulation/linear theory, x=4 to 6: S=10 {ratio_large:.4f}, "
      f"S=1 {ratio_small:.4f}")
print("success")
```

Running it gives:

```
Lattice side 10 sites; damping 0.05; S=10; JS=5 meV; gap h=kT
Conversions: JS/kB = 58.023 K; hbar/JS = 131.64 fs
Filter: 6 equal low-pass stages, rate 7.24471 kT/hbar
Filter pole rates (kT/hbar): 0.06953 0.38688 1.51704
Filter zero rates (kT/hbar): 0.07113 0.42846 2.39307
Filter amplitude gain (dimensionless): 0.997220
Largest relative fit error, x=0.01 to 8: 2.118 %
Generated noise: x, measured spectrum, target (dimensionless)
  0.5  0.76730  0.76978
  1.0  0.58997  0.58447
  2.0  0.30898  0.31221
  4.0  0.07296  0.07483
  6.0  0.01465  0.01504
Noise variance: measured 0.52268, pi/6 0.52360
Finite-damping occupation is twice Planck at x = 6.396
Algebraic-tail ratio at x=40, alpha=0.2: 1.00745
Bloch prefactor: alpha, numerical factor, exp(asinh(alpha)/2)
  0.05  1.02530  1.02530
  0.20  1.10445  1.10445
  1.00  1.55377  1.55377
Gapless lattice sum / two-term Bloch series at t=0.1: 1.000290
Gapless lattice exponent, t=0.02 to 0.04: 1.50282
Run settings: t, T in K, sampling time and step in hbar/JS
  0.5  29.01  840  0.12
  0.9  52.22  300  0.10
  1.6  92.84  120  0.05
Spin reduction per site: t, simulation, std error, finite-alpha, Planck, RJ
  0.5  0.00428  0.00016  0.00441  0.00379  0.09696
  0.9  0.01144  0.00028  0.01160  0.01021  0.15705
  1.6  0.03120  0.00053  0.03109  0.02863  0.24171
Reduction exponent: simulation 1.707, finite-alpha 1.679
Reduction exponent: Planck 1.738, Rayleigh-Jeans 0.785
Occupations at t=1.6: x range, quantum run, finite-alpha, Planck, white run, RJ
  1-2  0.28738  0.28559  0.28584  0.69782  0.66202
  2-3  0.08901  0.09025  0.08715  0.39968  0.39282
  3-4  0.03333  0.03288  0.02944  0.28068  0.28017
  4-5  0.01455  0.01449  0.01158  0.21843  0.22279
  5-6  0.00678  0.00674  0.00450  0.17905  0.18403
  6-7  0.00344  0.00351  0.00181  0.15241  0.15756
Simulation/linear theory, x=4 to 6: S=10 1.0032, S=1 1.0867
success
```
